**Focal power of a weak einzel lens: Picht formula against traced ions**

For an einzel lens with axial kinetic energy per charge \(V(z)\), the program tests \(1/f\simeq P=\frac{3}{16}\int(V'/V)^2dz\) and the bracket \(P-M\le1/f\le P\). Here \(M=\int C(P-C)\,dz\), and \(C(z)\) is the part of \(P\) gathered up to \(z\). It verifies the Picht transformation symbolically and compares the formula with Newton's equations integrated through the full field of a three-tube lens. It asserts that both polarities converge, that the relative error of \(P\) grows as the square of a low electrode voltage, and that the polarity asymmetry grows linearly. It also asserts that a kick at fixed radius supplies two thirds of the power at low voltage. For a 30 keV Be⁺ beam and ±10 kV on the centre tube, the traced focal lengths are 0.922 m (decelerating) and 1.711 m (accelerating), and the formula's power is 1.4% and 0.8% too high. The output also sizes aberration, space charge, energy spread, relativity and charge exchange for the same lens.

## Verification by program

```python
"""
Result under test: a weak einzel lens has focal power
    1/f = P = (3/16) * integral of (V'/V)^2 dz  > 0   for either polarity,
with the bracket P - M <= 1/f <= P, M = integral of C (P - C) dz,
C(z) = part of P gathered up to z.
V(z): kinetic energy per charge on the axis (kV); V0: its value outside.
U: centre-tube potential (kV); for a positive ion V = V0 - U*g, where g is
the potential of the lens for unit voltage. U > 0 decelerates, U < 0 accelerates.
Lengths are in mm. Time is scaled so that speed^2 = V, which makes
Newton's equation: acceleration = (1/2) grad V, for any mass and charge.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import solve_ivp, cumulative_trapezoid
from scipy.special import i0, i1, j1, jn_zeros

# ---------------- inputs ----------------
V0 = 30.0              # kV
U_EX = 10.0            # kV
BORE = 20.0            # mm, tube radius
HALF = 20.0            # mm, lens centre to middle of gap
GAP = 10.0             # mm
Z_END = HALF + GAP / 2 + 8 * BORE
Z_DRAINED = HALF + GAP / 2 + BORE   # neutralizing electrons absent inside
R_AXIS = 0.003         # mm, near-axis test ray
R_BEAM = 5.0           # mm, beam edge
CURRENT = 10e-6        # A
MASS = 9.012 * const.atomic_mass
SPREAD = 0.010         # kV, energy spread per charge
PRESSURE = 1e-6        # Torr
SIGMA = 1e-15          # cm2, rough charge-exchange cross-section
T_GAS = 300.0          # K
HOLD_OFF = 10.0        # kV/mm, rough vacuum hold-off field

# ------- unit-voltage potential g(r,z) as a Fourier-Bessel integral -------
K_MAX = 40.0 / BORE
x_node, x_weight = np.polynomial.legendre.leggauss(300)
k = 0.5 * K_MAX * (x_node + 1)
wall = 2 * np.sin(k * HALF) / k * np.sin(k * GAP / 2) / (k * GAP / 2)
amp = 0.5 * K_MAX * x_weight * wall / (np.pi * i0(k * BORE))


def unit_field(r, z):
    """g, dg/dz, dg/dr at one point."""
    c, s = np.cos(k * z), np.sin(k * z)
    b0 = amp * i0(k * r)
    return b0 @ c, -(b0 * k) @ s, (amp * k * i1(k * r)) @ c


# independent check of the field: series in zeros of J0
zeros = jn_zeros(0, 60)


def ramp_integral(x):
    terms = BORE * np.exp(-zeros * abs(x) / BORE) / (zeros**2 * j1(zeros))
    return max(x, 0.0) + terms.sum()


def ramp(x):
    return (ramp_integral(x + GAP / 2) - ramp_integral(x - GAP / 2)) / GAP


for z_test in (0.0, 8.0, 40.0):
    series = ramp(z_test + HALF) - ramp(z_test - HALF)
    assert abs(series - unit_field(0.0, z_test)[0]) < 1e-7

# ---------------- Picht transformation, symbolically ----------------
zs = sp.symbols('z', real=True)
Vs = sp.Function('V', positive=True)(zs)
Rs = sp.Function('R')(zs)
ray = Rs * Vs**sp.Rational(-1, 4)
ray_eq = (ray.diff(zs, 2) + Vs.diff(zs) / (2 * Vs) * ray.diff(zs)
          + Vs.diff(zs, 2) / (4 * Vs) * ray)
picht = Rs.diff(zs, 2) + sp.Rational(3, 16) * (Vs.diff(zs) / Vs)**2 * Rs
assert sp.simplify(sp.expand(ray_eq * Vs**sp.Rational(1, 4)) - picht) == 0

# ---------------- axial integrals ----------------
z = np.linspace(-Z_END, Z_END, 3001)
dz = z[1] - z[0]
cos_kz, sin_kz = np.cos(np.outer(z, k)), np.sin(np.outer(z, k))
g = cos_kz @ amp
g1 = -sin_kz @ (amp * k)
g2 = -cos_kz @ (amp * k**2)


def weak_power(U, v_out=V0):
    """P and M, both in 1/mm."""
    T = 3 / 16 * (U * g1 / (v_out - U * g))**2
    C = cumulative_trapezoid(T, dx=dz, initial=0.0)
    P = C[-1]
    return P, np.sum(C * (P - C)) * dz


def fixed_radius_power(U):
    """Inward kick on a ray held at constant radius, in 1/mm."""
    return np.sum(-U * g2 / (4 * np.sqrt(V0 - U * g))) * dz / np.sqrt(V0)


# ---------------- Newton's equations in the full field ----------------
def trace(U, r0, current=0.0):
    """Focal power (1/mm) and r(centre)/r(in) for a parallel ray."""
    def motion(t, y):
        zz, r, vz, vr = y
        pot, pot_z, pot_r = unit_field(r, zz)
        ar = -0.5 * U * pot_r
        if current and abs(zz) < Z_DRAINED:
            speed = np.sqrt(2 * const.e * 1e3 * (V0 - U * pot) / MASS)
            e_si = current / (2 * np.pi * const.epsilon_0 * speed * r * 1e-3)
            ar += 0.5 * e_si * 1e-6          # V/m -> kV/mm
        return [vz, vr, -0.5 * U * pot_z, ar]

    def centre(t, y):
        return y[0]

    def leave(t, y):
        return y[0] - Z_END
    leave.terminal = True
    v_in = np.sqrt(V0)
    sol = solve_ivp(motion, (0, 8 * Z_END / v_in), [-Z_END, r0, v_in, 0.0],
                    method='DOP853', rtol=1e-11, atol=1e-15,
                    max_step=10 / v_in, events=(centre, leave))
    assert len(sol.y_events[1]) == 1
    _, _, vz, vr = sol.y_events[1][0]
    if not current:
        assert abs((vz**2 + vr**2) / V0 - 1) < 1e-7   # energy conserved
    return -vr / vz / r0, sol.y_events[0][0][1] / r0


def picht_power(U):
    """Focal power from R'' = -T R."""
    def rhs(zz, y):
        pot, pot_z, _ = unit_field(0.0, zz)
        return [y[1], -3 / 16 * (U * pot_z / (V0 - U * pot))**2 * y[0]]
    sol = solve_ivp(rhs, (-Z_END, Z_END), [1.0, 0.0], method='DOP853',
                    rtol=1e-10, atol=1e-14, max_step=5.0)
    return -sol.y[1, -1]


print(f"beam energy per charge V0 = {V0:.1f} kV, electrode = +/-{U_EX:.1f} kV")
print(f"bore radius = {BORE:.1f} mm, gap = {GAP:.1f} mm")
print(f"lens centre to middle of gap = {HALF:.1f} mm")
print(f"traced length L = {2 * Z_END:.0f} mm")
print(f"axis potential at centre / electrode voltage = {unit_field(0, 0)[0]:.4f}")
G = np.sum(g1**2) * dz
P_lead = 3 / 16 * (U_EX / V0)**2 * G
print(f"integral of g'^2 dz = {G:.5f} 1/mm")
print(f"leading-order power, both polarities = {1e3 * P_lead:.4f} 1/m")
print(f"leading-order focal length = {1e-3 / P_lead:.3f} m")

# ---------------- worked example, both polarities ----------------
found = {}
for name, U in (("decelerating", U_EX), ("accelerating", -U_EX)):
    P, M = weak_power(U)
    power, r_mid = trace(U, R_AXIS)
    v_mid = V0 - U * unit_field(0, 0)[0]
    r_pred = (V0 / v_mid)**0.25
    found[name] = (P, power)
    assert power > 0                                   # converges
    assert P * 2 * Z_END < 1
    assert P - M <= power <= P                         # bracket
    assert M <= 2 * Z_END * P**2 / 4
    assert abs(picht_power(U) / power - 1) < 1e-5      # Picht vs Newton
    assert abs(r_mid - r_pred) < 0.02
    assert (r_mid - 1) * U > 0
    print(f"-- {name}, electrode {U:+.1f} kV --")
    print(f"V at centre = {v_mid:.3f} kV")
    print(f"P (formula) = {1e3 * P:.4f} 1/m, M = {1e3 * M:.4f} 1/m")
    print(f"P*L = {P * 2 * Z_END:.3f}")
    print(f"traced 1/f = {1e3 * power:.4f} 1/m")
    print(f"f: formula {1e-3 / P:.3f} m, traced {1e-3 / power:.3f} m")
    print(f"formula error = {100 * (P / power - 1):.2f} %")
    print(f"r(centre)/r(in): traced {r_mid:.4f}, (V0/V)^(1/4) {r_pred:.4f}")

    # neglected effects for this polarity
    edge = trace(U, R_BEAM)[0]
    half_edge = trace(U, R_BEAM / 2)[0]
    growth = (edge - power) / (half_edge - power)
    assert edge > power and abs(growth - 4) < 0.6      # grows as r^2
    loss = edge - trace(U, R_BEAM, CURRENT)[0]
    assert loss > 0
    i_cancel = CURRENT * edge / loss
    assert abs(trace(U, R_BEAM, i_cancel)[0]) < 0.15 * edge
    chroma = weak_power(U, V0 + SPREAD)[0] / P - 1
    print(f"edge-ray power excess (aberration) = {100 * (edge / power - 1):.2f} %")
    print(f"space-charge loss of edge power = {100 * loss / edge:.2f} %")
    print(f"current that cancels the lens (linear) = {1e3 * i_cancel:.3f} mA")
    print(f"power change for energy spread = {100 * chroma:.3f} %")

assert found["decelerating"][1] > found["accelerating"][1]
ratio = found["decelerating"][1] / found["accelerating"][1]
print(f"traced power ratio decelerating/accelerating = {ratio:.3f}")

# ---------------- low-voltage laws ----------------
error, asym, share = {}, {}, {}
for U in (1.0, 2.0):
    dec, acc = trace(U, R_AXIS)[0], trace(-U, R_AXIS)[0]
    error[U] = 0.5 * (2 - dec / weak_power(U)[0] - acc / weak_power(-U)[0])
    asym[U] = (dec - acc) / (dec + acc)
    share[U] = 0.5 * (fixed_radius_power(U) / dec + fixed_radius_power(-U) / acc)
    lead = 3 / 16 * (U / V0)**2 * G
    assert abs(0.5 * (dec + acc) / lead - 1) < 0.02
assert abs(error[2.0] / error[1.0] - 4) < 0.2          # second order
assert abs(asym[2.0] / asym[1.0] - 2) < 0.05           # first order
assert abs(share[1.0] - 2 / 3) < 0.005
print("-- low voltage, mean of both polarities --")
for U in (1.0, 2.0):
    print(f"+/-{U:.0f} kV: formula error {error[U]:.3e}, asymmetry {asym[U]:.5f}")
print(f"fixed-radius share of the power at +/-1 kV = {share[1.0]:.4f}")

# ---------------- other neglected effects ----------------
rel = const.e * V0 * 1e3 / (MASS * const.c**2)
density = PRESSURE * const.torr / (const.k * T_GAS)    # 1/m3
neutral = density * SIGMA * 1e-4 * 2 * Z_END * 1e-3
field = U_EX / GAP
assert field < HOLD_OFF and rel < 1e-4
print("-- inputs and sizes of other neglected effects --")
print(f"beam radius = {R_BEAM:.1f} mm, current = {1e6 * CURRENT:.0f} uA")
print(f"length without neutralizing electrons = {2 * Z_DRAINED:.0f} mm")
print(f"energy spread = {1e3 * SPREAD:.0f} eV")
print(f"kinetic energy / rest energy of Be+ = {rel:.2e}")
print(f"gas {PRESSURE:.0e} Torr, {T_GAS:.0f} K, rough sigma {SIGMA:.0e} cm2")
print(f"fraction neutralized over L = {neutral:.2e}")
print(f"mean gap field = {field:.2f} kV/mm, rough hold-off {HOLD_OFF:.0f} kV/mm")
print("all assertions hold")
```

Running it gives:

```
beam energy per charge V0 = 30.0 kV, electrode = +/-10.0 kV
bore radius = 20.0 mm, gap = 10.0 mm
lens centre to middle of gap = 20.0 mm
traced length L = 370 mm
axis potential at centre / electrode voltage = 0.8520
integral of g'^2 dz = 0.03720 1/mm
leading-order power, both polarities = 0.7750 1/m
leading-order focal length = 1.290 m
-- decelerating, electrode +10.0 kV --
V at centre = 21.480 kV
P (formula) = 1.0993 1/m, M = 0.0148 1/m
P*L = 0.407
traced 1/f = 1.0846 1/m
f: formula 0.910 m, traced 0.922 m
formula error = 1.36 %
r(centre)/r(in): traced 1.0750, (V0/V)^(1/4) 1.0871
edge-ray power excess (aberration) = 5.90 %
space-charge loss of edge power = 1.39 %
current that cancels the lens (linear) = 0.719 mA
power change for energy spread = -0.080 %
-- accelerating, electrode -10.0 kV --
V at centre = 38.520 kV
P (formula) = 0.5891 1/m, M = 0.0047 1/m
P*L = 0.218
traced 1/f = 0.5844 1/m
f: formula 1.698 m, traced 1.711 m
formula error = 0.79 %
r(centre)/r(in): traced 0.9332, (V0/V)^(1/4) 0.9394
edge-ray power excess (aberration) = 4.32 %
space-charge loss of edge power = 1.94 %
current that cancels the lens (linear) = 0.516 mA
power change for energy spread = -0.058 %
traced power ratio decelerating/accelerating = 1.856
-- low voltage, mean of both polarities --
+/-1 kV: formula error 1.001e-04, asymmetry 0.03053
+/-2 kV: formula error 4.013e-04, asymmetry 0.06103
fixed-radius share of the power at +/-1 kV = 0.6667
-- inputs and sizes of other neglected effects --
beam radius = 5.0 mm, current = 10 uA
length without neutralizing electrons = 90 mm
energy spread = 10 eV
kinetic energy / rest energy of Be+ = 3.57e-06
gas 1e-06 Torr, 300 K, rough sigma 1e-15 cm2
fraction neutralized over L = 1.19e-03
mean gap field = 1.00 kV/mm, rough hold-off 10 kV/mm
all assertions hold
```
